# The Kostelecky-Nieto model and the lithium 2s → 2p oscillator strength: a numerical check

```python
# Kostelecky-Nieto quantum-defect model (atomic units in all algebra).
# H = -1/2 d2/dr2 + A/(2r^2) - 1/r, A = ls(ls+1), ls = l - delta + I, ns = n - delta.
# Under test: E = -1/(2 ns^2); u = (1/ns) sqrt(k!/Gamma(ns+ls+1)) x^(ls+1) e^(-x/2) L_k^(2ls+1)(x),
# x = 2r/ns, k = n-l-I-1; I -> I+1 is the SUSY partner; f(s->p) = (2/3) dE R^2, R = <p|r|s>;
# velocity element D = <p|-d/dr+1/r|s> = dE R - (Ap-As-2)/2 <p|1/r|s>; sum of f = (1+Ap-As)/3.
# A state is the tuple (ns, ls, k). Example: Li 2s-2p, compared with frozen-core Hartree-Fock.
import numpy as np, sympy as sp, mpmath as mp
from math import factorial
from scipy.special import gamma, gammaln, binom, eval_genlaguerre, roots_genlaguerre
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc, h, c as clight, e as qe
from sympy.physics.wigner import gaunt
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
EV = pc['Hartree energy in eV'][0]; ANG = pc['Bohr radius'][0]*1e10

def state(n, l, delta, I): return (n-delta, l-delta+I, n-l-I-1)
def energy(s): return -0.5/s[0]**2
def u(s, r):
    ns, ls, k = s; x = 2*r/ns
    return np.sqrt(factorial(k)/gamma(ns+ls+1))/ns*x**(ls+1)*np.exp(-x/2)*eval_genlaguerre(k, 2*ls+1, x)
def coeffs(s):
    ns, ls, k = s; nrm = np.sqrt(factorial(k)/gamma(ns+ls+1))/ns
    return [nrm*(2/ns)**(ls+1+j)*(-1)**j*binom(k+2*ls+1, k-j)/factorial(j) for j in range(k+1)]
def moment(a, b, q):
    c = 1/a[0]+1/b[0]
    return sum(ci*cj*gamma(a[1]+b[1]+3+q+i+j)/c**(a[1]+b[1]+3+q+i+j)
               for i, ci in enumerate(coeffs(a)) for j, cj in enumerate(coeffs(b)))
def integral(f):
    return sum(quad(f, a, b, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
               for a, b in [(0, 1), (1, 10), (10, 60), (60, 200)])

# Ritz basis x^(lam+1) e^(-x/2) L_k^(2lam+2)(x), x = SC*r; SC is unrelated to any 2/ns
NB, NQ, SC = 40, 46, 0.9
def basis(lam, x):
    k = np.arange(NB)[:, None]; nrm = np.exp(0.5*(gammaln(k+1)-gammaln(k+2*lam+3)))
    L = eval_genlaguerre(k, 2*lam+2, x[None, :])
    dL = -eval_genlaguerre(np.maximum(k-1, 0), 2*lam+3, x[None, :])*(k > 0)
    return nrm*L, nrm*((lam+1-x/2)*L+x*dL)
def ritz(ls, lam):
    x, w = roots_genlaguerre(NQ, 2*lam); g, d = basis(lam, x)
    H = SC**2*(0.5*(d*w)@d.T+0.5*ls*(ls+1)*(g*w)@g.T)-SC*(g*w*x)@g.T
    E, C = eigh(H, (g*w*x*x)@g.T)
    return E, C*np.sign(C.T@basis(lam, np.array([0.0]))[0][:, 0])
def cross(lp, ls):   # matrices of r, 1/r, d/dr
    x, w = roots_genlaguerre(NQ, lp+ls+1); gp = basis(lp, x)[0]; gs, ds = basis(ls, x)
    return (gp*w*x*x)@gs.T/SC, SC*(gp*w)@gs.T, SC*(gp*w)@ds.T

# symbolic factorisation for arbitrary l, and angular factor
r, l = sp.symbols('r l', positive=True); F = sp.Function('F')(r)
W = 1/(l+1)-(l+1)/r
low = lambda y: sp.diff(y, r)+W*y
up = lambda y: -sp.diff(y, r)+W*y
Ham = lambda m, y: -sp.diff(y, r, 2)/2+(m*(m+1)/(2*r**2)-1/r)*y
E0 = -1/(2*(l+1)**2)
assert sp.simplify(sp.expand(up(low(F))/2-Ham(l, F)+E0*F)) == 0
assert sp.simplify(sp.expand(low(up(F))/2-Ham(l+1, F)+E0*F)) == 0
ang = sum(4*sp.pi/3*gaunt(1, 1, 0, m, q, 0)**2 for m in (-1, 0, 1) for q in (-1, 0, 1))
assert sp.simplify(ang-1) == 0
print("angular factor s->p =", sp.simplify(ang))
# hydrogen limit
a, b = state(1, 0, 0, 0), state(2, 1, 0, 0)
fH = 2/3*(energy(b)-energy(a))*moment(b, a, 1)**2
Es, Cs = ritz(0, 0); Ep, Cp = ritz(1, 1)
fHr = 2/3*(Ep[0]-Es[0])*(Cp[:, 0]@cross(1, 0)[0]@Cs[:, 0])**2
assert abs(fH-fHr) < 1e-8 and abs(fH-2**13/3**9) < 1e-12
print(f"hydrogen f(1s-2p) = {fH:.5f}")
# regular (l=-0.4) and mirror (l=-0.6) nodeless solutions of one operator: Green's identity
reg, mir = (0.6, -0.4, 0), (0.4, -0.6, 0)
ov = integral(lambda t: u(reg, t)*u(mir, t))
assert abs((energy(reg)-energy(mir))*ov-0.5*coeffs(reg)[0]*coeffs(mir)[0]*(reg[1]-mir[1])) < 1e-8
print(f"overlap of l*=-0.4 and mirror l*=-0.6 ground functions = {ov:.4f}")

def hartree_fock(a0):
    n_s, n_p = 25, 16
    bas = [[0, [a0*2.0**i, 1.0]] for i in range(n_s)]+[[1, [a0*2.0**i, 1.0]] for i in range(n_p)]
    mol = gto.M(atom='Li 0 0 0', charge=1, basis={'Li': bas}, verbose=0)
    mf = scf.RHF(mol); mf.chkfile = None; mf.init_guess = '1e'; mf.conv_tol = 1e-10
    Et = mf.kernel(); assert mf.converged
    C, eps = mf.mo_coeff, mf.mo_energy
    pw = np.linalg.norm(C[n_s:], axis=0)/np.linalg.norm(C, axis=0)
    si, pi = np.where(pw < 0.5)[0], np.where(pw >= 0.5)[0]
    s2, p2 = C[:, si[1]], C[:, pi[:3]]
    assert np.ptp(eps[pi[:3]]) < 1e-7
    R2 = np.sum(np.einsum('xij,ia,j->xa', mol.intor('int1e_r'), p2, s2)**2)
    D2 = np.sum(np.einsum('xij,ia,j->xa', mol.intor('int1e_ipovlp'), p2, s2)**2)
    psi = lambda z: mol.eval_gto('GTOval', np.array([[0, 0, t] for t in np.atleast_1d(z)]))@s2
    z = np.linspace(0.02, 12, 600); v = psi(z); ch = np.where(v[1:]*v[:-1] < 0)[0]
    assert len(ch) == 1
    node = brentq(lambda t: psi(t)[0], z[ch[0]], z[ch[0]+1])
    lev = np.array([eps[si[1]], eps[pi[0]], eps[si[2]], eps[pi[3]]]); dE = lev[1]-lev[0]
    return Et, lev, np.sqrt(R2), 2/3*dE*R2, 2/3*D2/dE, node
Et, lev, Rhf, fhf, fhfv, nodehf = hartree_fock(0.001)
_, lev2, _, fhf2, _, _ = hartree_fock(0.001*2**0.5)
assert np.max(abs(lev-lev2)) < 5e-5 and abs(fhf-fhf2) < 1e-3
dfs = np.array([2, 2, 3, 3])-1/np.sqrt(-2*lev)
print(f"HF Li+ total energy = {Et*EV:.3f} eV (25s16p, exponents 0.001*2^i)")
for nm, x, d in zip(['2s', '2p', '3s', '3p'], lev, dfs):
    print(f"HF {nm}: energy = {x*EV:.4f} eV, defect = {d:.4f}")
dEhf = lev[1]-lev[0]
print(f"HF dE = {dEhf*EV:.4f} eV, |R| = {Rhf*ANG:.4f} A, 2s node = {nodehf*ANG:.4f} A")
print(f"HF f length = {fhf:.4f}, f velocity = {fhfv:.4f}")
print("rough recalled measured size of f (input, not computed): 0.75")

def ump(s, t):
    ns, ls, k = map(mp.mpf, s); x = 2*t/ns
    return mp.sqrt(mp.factorial(k)/mp.gamma(ns+ls+1))/ns*x**(ls+1)*mp.exp(-x/2)*mp.laguerre(k, 2*ls+1, x)

def run(label, ds, dp):
    print(f"--- set {label}: delta_s = {ds:.4f}, delta_p = {dp:.4f}")
    for (ll, d, I) in [(0, ds, 0), (0, ds, 1), (1, dp, 0)]:   # spectrum, orthonormality, nodes
        st = [state(ll+I+1+k, ll, d, I) for k in range(4)]
        E, _ = ritz(st[0][1], st[0][1])
        assert np.max(abs(E[:4]-np.array([energy(s) for s in st]))) < 1e-8
        for i in range(3):
            v = u(st[i], np.linspace(0.01, 60, 4000)); assert np.sum(v[1:]*v[:-1] < 0) == i
            for j in range(i, 3):
                assert abs(integral(lambda t: u(st[i], t)*u(st[j], t))-(i == j)) < 1e-8
    for n in (2, 3, 4):                                        # SUSY map of the s tower
        s0, s1 = state(n, 0, ds, 0), state(n, 0, ds, 1); L1 = s0[1]+1
        for t in (0.4, 1.7, 6.0):
            lhs = mp.diff(lambda y: ump(s0, y), t)+(1/L1-L1/t)*ump(s0, t)
            assert abs(lhs+mp.sqrt(1/L1**2-1/s0[0]**2)*ump(s1, t)) < 1e-9
    p = state(2, 1, dp, 0); Ap = p[1]*(p[1]+1); nu, mu = 2-ds, 2-dp; c = 1/nu+1/mu
    dE = 0.5/nu**2-0.5/mu**2
    print(f"n*_s = {nu:.4f}, n*_p = {mu:.4f}, l*_p = {p[1]:.4f}, A_p = {Ap:.4f}")
    print(f"E_2s = {-0.5/nu**2*EV:.4f} eV, E_2p = {energy(p)*EV:.4f} eV")
    print(f"dE = {dE*EV:.4f} eV = wavelength {h*clight/(dE*EV*qe)*1e10:.0f} A")
    N = lambda n: np.sqrt((2/n)**(2*n+1)/gamma(2*n+1))
    M = np.sqrt((2/nu)**(2*nu-2)/(nu**2*gamma(2*nu-1)))
    G1, G2 = gamma(nu+mu+1), gamma(nu+mu+2); br = 2*nu-2-2*(nu+mu+1)/(nu*c)
    Rc = {1: N(nu)*N(mu)*G2/c**(nu+mu+2), 0: M*N(mu)*G1/c**(nu+mu+1)*br}
    print(f"a.u.: c = {c:.5f}, N(nu) = {N(nu):.5f}, N(mu) = {N(mu):.5f}, M = {M:.5f}")
    print(f"Gamma(nu+mu+1) = {G1:.4f}, Gamma(nu+mu+2) = {G2:.4f}, bracket = {br:.5f}")
    node = brentq(lambda t: u(state(2, 0, ds, 0), t), 0.1, 5); assert abs(node-nu*(nu-1)) < 1e-9
    print(f"I=0: 2s node = {node*ANG:.4f} A, spurious 1s level = {energy(state(1,0,ds,0))*EV:.3f} eV")
    out = {}
    for I in (0, 1):
        s = state(2, 0, ds, I); As = s[1]*(s[1]+1); R = Rc[I]
        Es, Cs = ritz(s[1], s[1]); Ep, Cp = ritz(p[1], p[1]); vs, vp = Cs[:, s[2]], Cp[:, 0]
        mr, mi, md = cross(p[1], s[1])
        assert abs(R-vp@mr@vs) < 1e-7 and abs(moment(p, s, 1)-vp@mr@vs) < 1e-7
        assert abs(R-integral(lambda t: u(p, t)*t*u(s, t))) < 1e-8
        D = dE*R-0.5*(Ap-As-2)*moment(p, s, -1)
        assert abs(D-vp@(mi-md)@vs) < 1e-7
        # pseudostate sum over H_p, in a basis whose small-r power matches r*u_s
        Eq, Cq = ritz(p[1], s[1]+1); assert Eq[0] > Es[s[2]]
        tot = 2/3*np.sum((Eq-Es[s[2]])*(Cq.T@cross(s[1]+1, s[1])[0]@vs)**2)
        rule = (1+Ap-As)/3; assert abs(tot-rule) < 1e-7
        fn = [2/3*(energy(state(n, 1, dp, 0))-energy(s))*moment(state(n, 1, dp, 0), s, 1)**2
              for n in range(2, 9)]
        assert abs(fn[1]-2/3*(Ep[1]-Es[s[2]])*(Cp[:, 1]@mr@vs)**2) < 1e-7 and sum(fn) < rule
        f = 2/3*dE*R**2; out[I] = (f, rule, abs(R))
        print(f"I={I}: l*_s = {s[1]:.4f}, A_s = {As:.4f}, R = {R*ANG:.4f} A = {R:.4f} bohr")
        print(f"I={I}: f(2s-2p) = {f:.4f}, ordinary velocity form = {2/3*D*D/dE:.4f}")
        print(f"I={I}: <2p|1/r|2s> = {moment(p,s,-1)/ANG:.4f} 1/A, f(2s-3p) = {fn[1]:.5f}")
        print(f"I={I}: sum rule = {rule:.4f}, bound part n=2..8 = {sum(fn):.4f}")
    assert out[1][1] < fhf and abs(out[0][0]-fhf) < abs(out[1][0]-fhf)
    print(f"ratios to HF: dE {dE/dEhf:.4f}, R^2(I=0) {(out[0][2]/Rhf)**2:.4f}, R^2(I=1) {(out[1][2]/Rhf)**2:.4f}")
    print(f"ratios to HF: f(I=0) {out[0][0]/fhf:.4f}, f(I=1) {out[1][0]/fhf:.4f}")
    return dE, out
dA, oA = run("A (frozen-core HF defects)", dfs[0], dfs[1])
assert abs(oA[0][0]/fhf-1) < 0.06
dB, oB = run("B (rough recalled high-n defects)", 0.40, 0.05)
assert dB < dEhf and oB[0][2] > Rhf      # opposite errors in dE and R
print("OK")
```

It prints:

```
angular factor s->p = 1
hydrogen f(1s-2p) = 0.41620
overlap of l*=-0.4 and mirror l*=-0.6 ground functions = 0.9100
HF Li+ total energy = -196.913 eV (25s16p, exponents 0.001*2^i)
HF 2s: energy = -5.3417 eV, defect = 0.4040
HF 2p: energy = -3.5004 eV, defect = 0.0285
HF 3s: energy = -2.0081 eV, defect = 0.3970
HF 3p: energy = -1.5448 eV, defect = 0.0323
HF dE = 1.8413 eV, |R| = 2.1806 A, 2s node = 0.4390 A
HF f length = 0.7660, f velocity = 0.7963
rough recalled measured size of f (input, not computed): 0.75
--- set A (frozen-core HF defects): delta_s = 0.4040, delta_p = 0.0285
n*_s = 1.5960, n*_p = 1.9715, l*_p = 0.9715, A_p = 1.9154
E_2s = -5.3417 eV, E_2p = -3.5004 eV
dE = 1.8413 eV = wavelength 6733 A
a.u.: c = 1.13381, N(nu) = 0.57928, N(mu) = 0.22071, M = 0.68437
Gamma(nu+mu+1) = 12.7818, Gamma(nu+mu+2) = 58.3805, bracket = -3.85642
I=0: 2s node = 0.5033 A, spurious 1s level = -38.309 eV
I=0: l*_s = -0.4040, A_s = -0.2408, R = -2.2202 A = -4.1956 bohr
I=0: f(2s-2p) = 0.7941, ordinary velocity form = 0.6881
I=0: <2p|1/r|2s> = -0.4749 1/A, f(2s-3p) = 0.00370
I=0: sum rule = 1.0521, bound part n=2..8 = 0.8068
I=1: l*_s = 0.5960, A_s = 0.9511, R = 1.9631 A = 3.7098 bohr
I=1: f(2s-2p) = 0.6208, ordinary velocity form = 1.5968
I=1: <2p|1/r|2s> = 0.5531 1/A, f(2s-3p) = 0.00048
I=1: sum rule = 0.6548, bound part n=2..8 = 0.6215
ratios to HF: dE 1.0000, R^2(I=0) 1.0366, R^2(I=1) 0.8104
ratios to HF: f(I=0) 1.0366, f(I=1) 0.8104
--- set B (rough recalled high-n defects): delta_s = 0.4000, delta_p = 0.0500
n*_s = 1.6000, n*_p = 1.9500, l*_p = 0.9500, A_p = 1.8525
E_2s = -5.3147 eV, E_2p = -3.5781 eV
dE = 1.7366 eV = wavelength 7139 A
a.u.: c = 1.13782, N(nu) = 0.57368, N(mu) = 0.23404, M = 0.68073
Gamma(nu+mu+1) = 12.4720, Gamma(nu+mu+2) = 56.7478, bracket = -3.79859
I=0: 2s node = 0.5080 A, spurious 1s level = -37.794 eV
I=0: l*_s = -0.4000, A_s = -0.2400, R = -2.2197 A = -4.1946 bohr
I=0: f(2s-2p) = 0.7486, ordinary velocity form = 0.6846
I=0: <2p|1/r|2s> = -0.4779 1/A, f(2s-3p) = 0.00834
I=0: sum rule = 1.0308, bound part n=2..8 = 0.7704
I=1: l*_s = 0.6000, A_s = 0.9600, R = 1.9693 A = 3.7214 bohr
I=1: f(2s-2p) = 0.5892, ordinary velocity form = 1.6938
I=1: <2p|1/r|2s> = 0.5637 1/A, f(2s-3p) = 0.00000
I=1: sum rule = 0.6308, bound part n=2..8 = 0.5901
ratios to HF: dE 0.9431, R^2(I=0) 1.0362, R^2(I=1) 0.8156
ratios to HF: f(I=0) 0.9772, f(I=1) 0.7692
OK
```
